\section*{Amplitude relaxation time of an in-plane magnetized film at weak bias}

\section{Problem}

A wide, thin film is uniformly magnetized in its plane along a weak bias field $B$. Its magnetization corresponds to $M_d=\mu_0M=1$ T, its Gilbert damping is $\alpha=0.01$, and it has no magnetic anisotropy other than that of its shape. The magnetization is tilted slightly and released. In what time $\tau$ does the amplitude of the resulting precession fall by a factor $e$, if the bias field is negligible? What does ``negligible'' have to mean?

Let $\mathbf m$ be the unit vector along the magnetization, $x$ the bias direction and $z$ the film normal. All fields are given in tesla. The motion obeys
\begin{equation}
\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B_{\rm eff}
+\alpha\,\mathbf m\times\dot{\mathbf m},
\label{llg}
\end{equation}
with $\gamma>0$. The free-electron value, $\gamma=176.086$ rad/(ns\,T), is used.

The effective field contains the bias and the demagnetizing field. In a laterally unbounded film the normal component of the magnetic induction is continuous across the surfaces. It vanishes outside, since no normal field is applied, so inside $\mu_0(H_z+Mm_z)=0$. The demagnetizing field is therefore $\mu_0H_z=-M_dm_z$, and
\begin{equation}
\mathbf B_{\rm eff}=B\,\hat{\mathbf x}-M_dm_z\,\hat{\mathbf z}.
\label{field}
\end{equation}

\section{A tempting solution}

The bias is negligible, so set $B=0$ from the start. For a small tilt, $m_x\simeq1$, and $\dot m_x$ is of second order. The components of (\ref{llg}) then become
\begin{equation}
\dot m_y=-\gamma M_dm_z-\alpha\dot m_z,\qquad
\dot m_z=\alpha\dot m_y .
\label{zero}
\end{equation}
Inserting the first equation into the second gives
\begin{equation}
(1+\alpha^2)\dot m_z=-\alpha\gamma M_dm_z .
\end{equation}
The tilt out of the plane decays exponentially, and the relaxation time appears to be
\begin{equation}
\tau_{\rm wrong}=\frac{1+\alpha^2}{\alpha\gamma M_d}
=\frac{1.0001}{0.01\times176.086\times1}\ {\rm ns}
=0.568\ {\rm ns}.
\end{equation}

\section{Where it goes wrong}

The algebra is correct, but it describes a different motion. The second equation in (\ref{zero}) says $\dot m_y=\dot m_z/\alpha$. Integrated from the release to late times, when $m_z$ has vanished, it gives
\begin{equation}
m_y(\infty)-m_y(0)=-\frac{m_z(0)}{\alpha}.
\end{equation}
With $m_z(0)=0.001$ and $m_y(0)=0$, the magnetization turns by $-0.100$ rad in the plane and stays there. Nothing pulls it back, because all in-plane directions have the same energy. There is no precession about $x$, and hence no precession amplitude whose decay could be timed.

The fault lies in dropping $B$ everywhere. Where $B$ is added to $M_d$, it may be dropped if $B\ll M_d$. But $B$ also supplies the restoring torque $\gamma Bm_y$, which has no larger term of the same kind beside it. This torque has to be compared with the damping terms, and that comparison involves $\alpha$. The bias must be kept until the motion has been solved.

\section{Solution with the bias retained}

\subsection{Linear equations}

To first order in $m_y$ and $m_z$, the field (\ref{field}) gives
\begin{align}
(\mathbf m\times\mathbf B_{\rm eff})_y
&=m_zB-m_x(-M_dm_z)\simeq(B+M_d)m_z,\\
(\mathbf m\times\mathbf B_{\rm eff})_z
&=m_x\cdot0-m_yB=-Bm_y,\\
(\mathbf m\times\dot{\mathbf m})_y
&=m_z\dot m_x-m_x\dot m_z\simeq-\dot m_z,\\
(\mathbf m\times\dot{\mathbf m})_z
&=m_x\dot m_y-m_y\dot m_x\simeq\dot m_y .
\end{align}
Equation (\ref{llg}) becomes
\begin{equation}
\dot m_y=-\gamma(B+M_d)m_z-\alpha\dot m_z,\qquad
\dot m_z=\gamma Bm_y+\alpha\dot m_y .
\end{equation}
Each equation still contains the other derivative. Inserting the second into the first, and then the first into the second, removes it:
\begin{align}
(1+\alpha^2)\dot m_y&=-\alpha\gamma Bm_y-\gamma(B+M_d)m_z,
\label{my}\\
(1+\alpha^2)\dot m_z&=\gamma Bm_y-\alpha\gamma(B+M_d)m_z .
\label{mz}
\end{align}

\subsection{Decay rate and frequency}

Solutions proportional to $e^{\lambda t}$ require $\lambda^2-T\lambda+D=0$, where $T$ and $D$ are the trace and determinant of the coefficient matrix:
\begin{align}
T&=-\frac{\alpha\gamma(2B+M_d)}{1+\alpha^2},\\
D&=\frac{\alpha^2\gamma^2B(B+M_d)+\gamma^2B(B+M_d)}{(1+\alpha^2)^2}
=\frac{\gamma^2B(B+M_d)}{1+\alpha^2}.
\end{align}
Write $\Gamma=-T/2$. The roots are $\lambda=-\Gamma\pm i\omega$ with $\omega^2=D-\Gamma^2$, that is,
\begin{equation}
\omega^2=\frac{\gamma^2}{(1+\alpha^2)^2}
\left[(1+\alpha^2)B(B+M_d)-\frac{\alpha^2}{4}(2B+M_d)^2\right].
\end{equation}
Since $(2B+M_d)^2=4B(B+M_d)+M_d^2$, the terms $\alpha^2B(B+M_d)$ cancel, and
\begin{equation}
\omega=\frac{\gamma}{1+\alpha^2}
\sqrt{B(B+M_d)-\frac{\alpha^2M_d^2}{4}} .
\label{omega}
\end{equation}
If the radicand is positive, both components oscillate under the common envelope $e^{-\Gamma t}$. The amplitude relaxation time is
\begin{equation}
\boxed{\ \tau=\frac1\Gamma=\frac{2(1+\alpha^2)}{\alpha\gamma(2B+M_d)}
\simeq\frac{2}{\alpha\gamma M_d}\ }
\label{tau}
\end{equation}
where the last form holds for $B\ll M_d$ and $\alpha\ll1$. For the given film it yields
\begin{equation}
\tau\simeq\frac{2}{0.01\times176.086\times1}\ {\rm ns}=1.136\ {\rm ns},
\end{equation}
or about 1.1 ns, twice the tempting value.

\subsection{How small the bias may be}

The radicand in (\ref{omega}) is positive when $B^2+BM_d-\alpha^2M_d^2/4>0$. For positive $B$ this means
\begin{equation}
B>B_c=\frac{M_d}{2}\left(\sqrt{1+\alpha^2}-1\right)
\simeq\frac{\alpha^2M_d}{4}.
\end{equation}
Here $B_c=25.0\ \mu$T. A negligible bias is therefore one in the window
\begin{equation}
\frac{\alpha^2M_d}{4}\ll B\ll M_d .
\end{equation}
The envelope time (\ref{tau}) holds for any $B>B_c$; the lower inequality is what makes the ringing visible. For $B\ll M_d$ the number of turns within one relaxation time is $\omega\tau/2\pi\simeq\sqrt{B/B_c-1}/2\pi$, so one turn per $\tau$ needs $B\simeq40B_c\simeq1$ mT. At the upper end, $\tau$ falls 5\% below the weak-bias estimate at about 26 mT.

\section{A bias of 5 mT}

With $B=0.005$ T, $2B+M_d=1.010$ T and
\begin{equation}
\Gamma=\frac{0.01\times176.086\times1.010}{2\times1.0001}\ {\rm ns}^{-1}
=0.889\ {\rm ns}^{-1},\qquad \tau=1.125\ {\rm ns}.
\end{equation}
The radicand is $0.005\times1.005-0.000025=0.005000$ T$^2$, so the frequency is
\begin{equation}
\frac{\omega}{2\pi}
=\frac{176.086\times\sqrt{0.005000}}{2\pi\times1.0001}\ {\rm GHz}
=1.98\ {\rm GHz}.
\end{equation}
The period is 0.505 ns, and the magnetization completes about 2.2 turns within one relaxation time.

The linearization can be avoided by integrating (\ref{llg}) numerically with the field (\ref{field}). A high-order Runge--Kutta integration was started from $m_y=0.01$, $m_z=0$. The slope of $\ln|m_y|$ at its successive extrema gives $\tau=1.125$ ns, and the spacing of the extrema gives 1.98 GHz, in agreement with the linear result at this small tilt.

The same formulas give the dependence on bias:
\begin{center}
\begin{tabular}{ccc}
$B$ (mT) & $\tau$ (ns) & $\omega/2\pi$ (GHz)\\
0.1 & 1.136 & 0.243\\
1 & 1.134 & 0.875\\
5 & 1.125 & 1.98\\
20 & 1.092 & 4.00\\
100 & 0.947 & 9.29
\end{tabular}
\end{center}
The frequency changes by a factor of about 38, while $\tau$ changes little until $B$ is a noticeable fraction of $M_d$. At 100 mT it lies 17\% below the weak-bias estimate. At 0.1 mT the period, 4.1 ns, exceeds $\tau$, so the envelope falls to about 3\% within one turn. The decay time is still 1.1 ns, but little ringing is left to observe.

\section{Where the factor of two comes from}

The diagonal terms of (\ref{my}) and (\ref{mz}) are direct damping rates. At 5 mT they are $0.0088$ ns$^{-1}$ for $m_y$ and $1.7695$ ns$^{-1}$ for $m_z$. Precession carries the motion back and forth between the weakly and the strongly damped component. Because the two roots are complex conjugates, their common real part is half the trace, so $\Gamma$ is the mean of the two rates, $0.889$ ns$^{-1}$.

The energy shows the same sharing. Divided by the magnetic moment and measured from equilibrium, it is, to second order in the tilt,
\begin{equation}
E=B(1-m_x)+\frac{M_d}{2}m_z^2
\simeq\frac12\left[Bm_y^2+(B+M_d)m_z^2\right],
\end{equation}
because $1-m_x\simeq(m_y^2+m_z^2)/2$. Differentiate and insert (\ref{my}) and (\ref{mz}). The precession terms, $\mp\gamma B(B+M_d)m_ym_z$, cancel, leaving
\begin{equation}
(1+\alpha^2)\dot E=-\alpha\gamma\left[B^2m_y^2+(B+M_d)^2m_z^2\right].
\end{equation}
When the damping per turn is weak, the two parts of $E$ have equal averages over a turn, as in any harmonic oscillator: $B\langle m_y^2\rangle=(B+M_d)\langle m_z^2\rangle=\langle E\rangle$. To leading order in the damping,
\begin{equation}
\langle\dot E\rangle\simeq-\alpha\gamma\left[B+(B+M_d)\right]\langle E\rangle
\simeq-2\Gamma\langle E\rangle .
\end{equation}
The energy is quadratic in the amplitude, so the amplitude decays at half this rate, $\Gamma$.

The equal averages also imply a flat orbit, with amplitude ratio
\begin{equation}
\left|\frac{m_z}{m_y}\right|=\sqrt{\frac{B}{B+M_d}}
=\sqrt{\frac{0.005}{1.005}}=0.0705 .
\end{equation}
This makes the earlier comparison of torques quantitative. In (\ref{mz}) the restoring term exceeds the damping term, in amplitude, by the factor
\begin{equation}
\frac{\gamma B|m_y|}{\alpha\gamma(B+M_d)|m_z|}
=\frac1\alpha\sqrt{\frac{B}{B+M_d}}=\frac{0.0705}{0.01}\simeq7 .
\end{equation}
A bias of only 0.5\% of $M_d$ thus contributes the larger of the two terms.

Compared at whole periods, the energy in the numerical run decays with the time 0.562 ns, which is $\tau/2$. This lies close to $\tau_{\rm wrong}$, since both tend to $1/(\alpha\gamma M_d)$ for weak bias and small $\alpha$. A quoted relaxation time therefore has to say whether it refers to amplitude or energy.

\section{Below the critical bias}

For $0<B<B_c$ the roots are real, and there are two decay rates:
\begin{equation}
\Gamma_\pm=\Gamma\pm\frac{\gamma}{1+\alpha^2}
\sqrt{\frac{\alpha^2M_d^2}{4}-B(B+M_d)} .
\end{equation}
At $B=5\ \mu$T they correspond to a fast time of 0.600 ns and a slow time of 10.8 ns. The slow one governs the late return of the in-plane angle, so neither rate can stand for the decay of a ringing amplitude.

The limit $B\to0$ follows from the product $\Gamma_+\Gamma_-=D$. The fast rate tends to $\alpha\gamma M_d/(1+\alpha^2)$, which is the tempting answer. Dividing $D$ by it gives $\Gamma_-\simeq\gamma B/\alpha$, which vanishes with the bias. The in-plane angle then takes ever longer to return, and at $B=0$ it does not return at all.

These results hold for a uniform magnetization whose in-plane angle and out-of-plane tilt both stay small during the motion. A small initial $m_z$ alone does not ensure this. Because the orbit is flat, the in-plane swing that follows is much larger. At 5 mT the ratio of the envelopes is $1/0.0705\simeq14$, and damping during the first quarter turn reduces the first swing to about 12.7 times the initial $m_z$. The swing approaches $1/\alpha=100$ times the initial $m_z$ as $B\to0$. Nonuniform modes, a spread of local fields, and in-plane anisotropy are outside the model. The last matters whenever its field rivals $B$ as the source of the restoring torque, and soft films often carry an induced anisotropy field of a few tenths of a millitesla. An easy axis along $x$ with a field of 0.4 mT raises the frequency at 0.1 mT bias from 0.243 to 0.611 GHz and at 1 mT from 0.875 to 1.04 GHz, and it removes the overdamped regime for a bias along that axis. At these two biases it changes $\tau$ by less than 0.1\%.

Numerical values quoted here were computed with a short program.
